Steady Doping Efficiency When Surface Dopants Incorporate or Desorb

Dopant atoms arrive at the surface of a growing crystal with a constant incident flux J, in atoms per unit area and time. A fraction s of them sticks. An adsorbed atom stays mobile on the surface, riding up with the growth front, until one of two things happens: it is buried in the crystal, or it desorbs. In a short time dt the burial probability is K_I dt and the desorption probability is K_D dt. Both rate constants are independent of time, of coverage and of how long the atom has been on the surface. Burial is final, and there is no other loss. N(t) is the number of adsorbed dopants per unit area.

The doping efficiency is defined here as the buried flux divided by the adsorbed flux sJ. It counts atoms, not charge carriers. Units are nm, s, cm⁻², eV and K, since atomic units are unnatural for rates of this kind.

**(a) Write the balance for N, solve it, and find the steady doping efficiency. What is the efficiency relative to the incident flux?**

Adsorption adds sJ per unit area and time. Burial removes K_I N and desorption removes K_D N, so

dN/dt = sJ − K_I N − K_D N = sJ − K N, with K = K_I + K_D.

Setting dN/dt = 0 gives the steady density

N* = sJ/K.

To see that it is reached, write N = N* + u. The constant terms cancel because sJ = K N*, leaving du/dt = −K u. Hence

N(t) = N* + [N(0) − N*] e^(−Kt).

Any initial density is forgotten after a few times 1/K, the mean residence time on the surface. The steady buried flux is K_I N* = K_I sJ/K. Division by sJ gives

η = K_I/(K_I + K_D).

The flux cancels because both exits are linear in N. Relative to the incident flux the efficiency is sη, since atoms that never stick are lost before the competition begins.

The limits are as expected. If K_D ≪ K_I, then η ≈ 1 − K_D/K_I and nearly every adsorbed atom is buried. If K_D ≫ K_I, then η ≈ K_I/K_D and most of the dose returns to the vacuum. If both constants vanish there is no steady state: the dopants pile up without limit in this model.

**(b) Obtain the same fraction by following a single adsorbed atom.**

Let S(t) be the probability that the atom is still on the surface a time t after adsorption. It is lost at total rate K, so dS/dt = −K S with S(0) = 1, and S = e^(−Kt). The probability of burial between t and t + dt is the probability of having survived times K_I dt. Summing over all times,

P = ∫₀^∞ K_I e^(−Kt) dt = K_I/K = η.

The efficiency is therefore the probability that burial wins the race against desorption. This probability belongs to each atom, whatever the flux does, provided K_I and K_D stay constant while the atom is on the surface.

A stochastic simulation of individual arrivals, burials and desorptions tests this. It used the rate constants of part (f), an average of 50 arrivals per residence time, and counts taken over 4000 residence times after the first 20 had been discarded. The buried fraction was 0.1922, with an estimated standard error of 0.0011; the formula gives 0.1929. The error estimate treats the counts of arrivals and burials as independent; since they are positively correlated, it is somewhat too large.

**(c) The flux is switched on over a clean surface during growth. Find the efficiency at time t and its average up to t. What fraction of the dose is finally buried if the dopant shutter closes at time t₁ while growth continues unchanged?**

With N(0) = 0, part (a) gives N = N*(1 − e^(−Kt)). The momentary efficiency is

η(t) = K_I N(t)/(sJ) = η (1 − e^(−Kt)).

Its time average is

η_av(t) = (1/t) ∫₀^t η (1 − e^(−Kt′)) dt′ = η [1 − (1 − e^(−Kt))/(Kt)].

For Kt ≪ 1, the expansion e^(−Kt) ≈ 1 − Kt + (Kt)²/2 gives η_av ≈ ηKt/2 = K_I t/2. Early in the deposition most of the dose is still on the surface, neither buried nor desorbed.

For the whole dose, integrate the balance from 0 to t₁:

N(t₁) = sJt₁ − K ∫₀^t₁ N dt.

The amount buried by then is

K_I ∫₀^t₁ N dt = η [sJt₁ − N(t₁)].

After the shutter closes, N decays as N(t₁)e^(−K(t−t₁)), and the reservoir contributes a further K_I N(t₁)/K = ηN(t₁). The sum is

buried dose = η sJt₁.

So η is also the final yield of a short pulse, even one that never reached a steady state, provided growth goes on under the same conditions until the surface is empty. A film that ends earlier leaves part of the dose on its surface.

**(d) Let the growth rate be g, and let Δ be the depth over which the surface density would fall by a factor e during growth without flux or desorption. Express η and the dopant concentration through g and Δ. Find the width of the doping profile's edges, and a way of making the leading edge abrupt.**

Without flux or desorption, dN/dt = −K_I N. The film thickens by dz = g dt, so dN/dz = −(K_I/g)N. By the definition of Δ this equals −N/Δ, and therefore

K_I = g/Δ, η = 1/(1 + K_D Δ/g).

The atoms buried in time dt occupy the thickness g dt, so the concentration is n = K_I N/g = N/Δ. In the steady state

n = η sJ/g = sJ/(g + K_D Δ).

At fixed Δ, K_D and flux, faster growth raises the efficiency but lowers the concentration, because the buried atoms are spread through more material.

The edges follow from e^(−Kt) with t = z/g. The rise after opening the shutter and the tail after closing it both have the decay length

L = g/K = (K_I/K)(g/K_I) = ηΔ.

Desorption shortens the tail: the surface reservoir empties by two routes instead of one. A measured tail length is thus ηΔ, not Δ, when desorption matters.

The slow rise disappears if the surface already holds N* when growth begins, because then dN/dt = 0 from the start. Suppose growth is stopped and burial stops with it, while the temperature is unchanged. With a pre-deposition flux J′ on a clean surface, dN/dt = sJ′ − K_D N, so

N(t) = (sJ′/K_D)(1 − e^(−K_D t)).

Setting this equal to N* = sJ/K and using K_D/K = 1 − η gives

t_pre = −(1/K_D) ln[1 − (1 − η)J/J′].

For J′ = J the bracket is η, and t_pre = ln(1/η)/K_D. The formula requires J′ > (1 − η)J, since a weaker flux never fills the surface to N*. A larger J′ shortens the wait. This recipe cures the leading edge; the tail still has length ηΔ unless the surface reservoir is removed.

**(e) Suppose that burial is not a single irreversible step. Surface atoms move into the first subsurface layer at rate k_down, return at rate k_up, and are covered for good at rate k_bury. Which constant must stand for K_I?**

Let M be the density of dopants in the subsurface layer. Then

dN/dt = sJ − (k_down + K_D)N + k_up M,

dM/dt = k_down N − (k_up + k_bury)M.

In the steady state the second equation gives M = k_down N/(k_up + k_bury). The flux that is finally buried is

k_bury M = K_I N, with K_I = k_down k_bury/(k_up + k_bury).

The second equation also says that k_down N − k_up M = k_bury M. Inserting this in the first gives sJ = (K_I + K_D)N, so the efficiency keeps the form found in (a) with this net K_I. It is the downward rate times the probability k_bury/(k_up + k_bury) that an atom below the surface is covered before it returns.

The steady result needs no separation of time scales. The single-exponential transients of (c) and (d) do: M must follow N quickly, which holds when k_up + k_bury is much larger than k_down + K_D.

If one layer of thickness d is covered in the mean time d/g, then k_bury = g/d, and

Δ = g/K_I = d (k_up + k_bury)/k_down.

Hence, within this model, Δ is nearly independent of growth rate when k_bury ≪ k_up. In the opposite limit of this model K_I approaches k_down and no longer grows with g, so Δ increases. That limit should not be carried over to real fast growth. There the arriving crystal atoms can also cover surface dopants directly, a route left out here. When the covered dopants have too little time to climb back, more of them are buried and Δ falls.

**(f) Evaluate the results for a growth temperature of 900 K, g = 0.2 nm/s, Δ = 400 nm, J = 2×10¹⁰ cm⁻² s⁻¹ and s = 1. Take K_D = ν e^(−E_D/kT) with ν = 10¹³ s⁻¹ and E_D = 2.8 eV.**

These are round model parameters in the rough regime of antimony doping of silicon by molecular-beam epitaxy. With kT = 0.07756 eV,

K_I = 0.2/400 = 5.0×10⁻⁴ s⁻¹,

K_D = 10¹³ e^(−2.8/0.07756) = 2.09×10⁻³ s⁻¹,

η = 0.000500/(0.000500 + 0.002093) = 0.193.

About one adsorbed atom in five is buried. The residence time is 1/K = 386 s, which gives

N* = 2×10¹⁰ × 385.7 = 7.7×10¹² cm⁻².

On a silicon (100) surface with 6.78×10¹⁴ sites per cm², this is a coverage of 0.011. The buried flux is 3.86×10⁹ cm⁻² s⁻¹, and since g = 0.2×10⁻⁷ cm/s,

n = 3.86×10⁹/(0.2×10⁻⁷) = 1.93×10¹⁷ cm⁻³.

The edge length is L = 0.193 × 400 = 77 nm. Reaching 99% of the steady concentration takes L ln 100 = 355 nm of growth. A film of 100 nm on an initially clean surface is therefore far from steady: Kt = 100/77.14 = 1.30, the efficiency at its top is 0.140, and its average is 0.085, less than half of η. Using the steady value for such a film would overestimate its dopant content by a factor 0.193/0.085 ≈ 2.3.

Pre-deposition at the same flux takes ln(1/0.1929)/0.002093 = 786 s, a long interruption. With ten times the flux during this step, (1 − η)J/J′ = 0.0807 and the time drops to 0.0842/0.002093 ≈ 40 s.

Doubling g with Δ, temperature and flux held fixed raises the efficiency to 0.323. The concentration changes by the factor 0.3234/(2 × 0.1929) = 0.84.

For the exchange model of (e), take k_down = 0.02 s⁻¹ and k_bury = 1.47 s⁻¹, the latter from the silicon layer spacing of one quarter of 0.543 nm. The return rate k_up = 57.5 s⁻¹ is chosen so that the net K_I is again 5.0×10⁻⁴ s⁻¹. A subsurface atom is then covered before returning with probability 1.473/(57.46 + 1.473) = 0.025. Integration of the two rate equations to the steady state gives 0.193, as it should. Putting k_down in place of K_I would give 0.905, too large by a factor 4.7. With these assumed rates k_bury is small beside k_up, and in this model doubling g raises Δ by only about 2.5%. This figure equals K_I/k_down, so it depends on the choice of k_down, and also on the model's neglect of direct covering by new layers. That neglect is not harmless here, because k_down is 74 times smaller than g/d. If new layers pushed surface dopants down at random at the rate g/d, added to k_down, the same rates would give Δ of only about 5 nm, nearly halved when g doubles. If instead whole layers were covered at regular intervals d/g, leaving the atoms that long to climb back, Δ would be about 390 nm, unchanged when g doubles, and would fall to about 180 nm at five times g. Even the sign of the 2.5% is thus a property of the model. Holding Δ fixed, as in the comparison above, is therefore an assumption; it is safe when both exchange rates are fast compared with the growth of a layer.

**(g) How sensitive is η to temperature, and how large are the effects left out of the model?**

Temperature comes first. From η/(1 − η) = K_I/K_D, take logarithms and differentiate. The left side gives dη/η + dη/(1 − η) = dη/[η(1 − η)], so

d ln η = (1 − η)(d ln K_I − d ln K_D).

For the assumed desorption law d ln K_D/dT = E_D/(kT²). With K_I held fixed,

d ln η/dT = −(1 − η)E_D/(kT²) = −0.807 × 2.8/(0.07756 × 900) = −3.2% per K.

A surface 5 K colder has η = 0.226, and one 5 K hotter has 0.164: changes of +17% and −15% relative to 0.193. If K_I also varies with temperature, its logarithmic slope enters with the opposite sign, as the general formula shows.

Site blocking is much weaker. If an atom landing on an occupied site does not stick, the sticking fraction is 1 − N/N_s, where N_s is the site density. The steady balance J(1 − N/N_s) = KN gives N = J/(K + J/N_s), so the efficiency relative to the incident flux is

K_I/(K + J/N_s) = 0.191.

This is 1.1% below the ideal value. The efficiency relative to the adsorbed flux is unchanged, because the competition after adsorption is the same.

Repulsion between adsorbed dopants acts on the competition itself. In a mean-field estimate it lowers the desorption barrier by wN/N_s, so that K_D is multiplied by exp[wN/(N_s kT)]. The steady efficiency still has the form of (a), but K_D must be taken at the steady coverage, found from the balance itself. With an assumed w = 0.2 eV, and without site blocking, η is 0.188. At ten times the flux it falls to 0.158. The efficiency then depends on flux, and the statement with a constant K_D fails.

Growth by whole layers replaces continuous burial by periodic events. Let t_L be the time per layer, a = K_I t_L and b = K_D t_L. Between events the surface gains flux and loses atoms by desorption; at each event a fraction 1 − e^(−a) is buried. If N₋ is the periodic density just before an event, then e^(−a)N₋ remains just after it, and

N₋ = e^(−a)N₋ e^(−b) + (J/K_D)(1 − e^(−b)).

Solving for N₋, multiplying by 1 − e^(−a) and dividing by the dose Jt_L of one layer gives

η_layer = (1 − e^(−a))(1 − e^(−b))/{b[1 − e^(−(a+b))]}.

For small x, 1 − e^(−x) = 2e^(−x/2) sinh(x/2) ≈ x e^(−x/2)(1 + x²/24). The exponential factors cancel in the ratio, leaving to leading order

η_layer ≈ η [1 + (a² + b² − (a + b)²)/24] = η(1 − ab/12).

Here the relative change is −4×10⁻⁸. Discreteness is negligible because very little happens to the surface population during one layer.

Diffusion in the bulk is negligible too. Rough Arrhenius values, a prefactor of 0.2 cm²/s and an energy of 3.65 eV, give a diffusion length √(2Dt) of about 0.02 nm during the growth of 500 nm, against an edge length of 77 nm. Faster exchange close to the surface is not covered by this estimate; it belongs in the net K_I of (e).

Finally, a buried atom need not supply a free electron. Assume that all buried dopants act as donors, without compensation. At 300 K, with a rough binding energy ε = 0.04 eV and a donor spin degeneracy of 2, the ionized density is n/[1 + 2e^((E_F − E_C + ε)/kT)], where E_F is the Fermi energy and E_C the conduction-band edge. In Boltzmann statistics the electron density is n_e = N_c e^((E_F − E_C)/kT), where N_c is the band's effective density of states. Equating the two densities gives

n_e(1 + n_e/c) = n, c = (N_c/2)e^(−ε/kT).

With N_c = 2.8×10¹⁹ cm⁻³, from a rough density-of-states mass of 1.08 electron masses, this estimate gives 94% of the donors ionized and n_e = 1.8×10¹⁷ cm⁻³. Fermi statistics changes the ionized fraction only from 0.9428 to 0.9427, so Fermi degeneracy of the electrons does not matter at this doping. The estimate counts only the ground level of the donor, however. Antimony in silicon has ten further bound states, spin included, about 10 meV higher, which is less than kT at 300 K. Counting them in the same isolated-donor picture lowers the ionized fraction to about 0.8 and n_e to about 1.6×10¹⁷ cm⁻³. Still higher bound levels are left out; in this picture they would lower both values further, but their orbits are so wide that treating the donors as isolated becomes doubtful at this doping. The ionized fraction is therefore only roughly known here.

Set beside real antimony doping of silicon, the growth temperature and rate are plausible, but Δ and E_D are rough choices, and the result depends strongly on them. A change of 0.1 eV in E_D multiplies or divides K_D by e^(0.1/0.07756) = 3.6, which moves η to 0.06 or 0.46. The chosen Δ corresponds to a segregation ratio Δ/d of about 3×10³, and larger ratios, 10⁴ and more, are reported for antimony on silicon (100) near this temperature. A ratio of 10⁵ would mean Δ ≈ 14 μm and, with the same K_D, η ≈ 0.007. The value 0.193 therefore illustrates the competition between burial and desorption and does not predict a particular growth run. Real surfaces also break the assumption of constant rates, through temperature drift and interactions between dopants; for the cases sized above, 5 K moves η by about 16% if K_I stays fixed, and the assumed repulsion moves it by 2% at the chosen flux. The numerical output below lists the main values.

Calculated quantities

```
Growth temperature: 900 K
Growth rate: 0.2 nm/s
Segregation length without desorption: 400 nm
Desorption energy: 2.8 eV
Desorption prefactor: 1e+13 1/s
Incident flux (sticking 1): 2e+10 cm^-2 s^-1
Silicon lattice constant: 0.543 nm
Surface site density: 6.783e+14 cm^-2
Thermal energy at growth: 0.07756 eV
Incorporation constant K_I: 0.0005 1/s
Desorption constant K_D: 0.002093 1/s
Steady efficiency, formula: 0.1929
Steady efficiency, time integration: 0.1929
Steady efficiency, stochastic simulation: 0.1922
Stochastic standard error (estimate): 0.0011
Surface residence time: 385.7 s
Steady surface density: 7.714e+12 cm^-2
Steady coverage: 0.01137
Incorporated flux: 3.857e+09 cm^-2 s^-1
Desorbed flux: 1.614e+10 cm^-2 s^-1
Dopant concentration: 1.929e+17 cm^-3
Rise and tail decay length: 77.14 nm
Depth to 99% of steady doping: 355.3 nm
Thin-film thickness: 100 nm
Local efficiency at end of thin film: 0.1401
Average efficiency of thin film: 0.08478
Whole-dose yield after emptying surface: 0.1929
Pre-deposition time at same flux: 786.5 s
Efficiency at doubled growth rate: 0.3234
Exchange: downward rate: 0.02 1/s
Exchange: return rate: 57.46 1/s
Exchange: burial rate: 1.473 1/s
Exchange: true efficiency: 0.1929
Exchange: efficiency from downward rate alone: 0.9053
Relative temperature slope of efficiency: -3.238 %/K
Efficiency 5 K colder: 0.2262
Efficiency 5 K hotter: 0.1637
Efficiency with site blocking: 0.1907
Assumed repulsion at full coverage: 0.2 eV
Efficiency with repulsion: 0.1884
Efficiency with repulsion, tenfold flux: 0.1581
Relative change from layerwise burial: -4e-08
Bulk diffusion prefactor (rough): 0.2 cm^2/s
Bulk diffusion energy (rough): 3.65 eV
Thick-film thickness: 500 nm
Bulk diffusion length in thick film: 0.019 nm
Temperature of use: 300 K
Donor binding energy (rough): 0.04 eV
Density-of-states mass (rough): 1.08 electron masses
Conduction-band effective density: 2.816e+19 cm^-3
Ionized donor fraction, Boltzmann: 0.9428
Ionized donor fraction, Fermi: 0.9427
Electron concentration at use: 1.818e+17 cm^-3
```
